# Why Two Valleys Form the Lowest Subband at a Silicon (001) Interface: test program

```python
# Result under test: in unstrained silicon on a (001) interface the lowest
# subband belongs to the two valleys whose heavy axis is normal to the interface.
# Triangular well, hard wall at z = 0, atomic units:
#     E_n = a_n * (F**2 / (2 m_z))**(1/3),   -a_n = zeros of the Airy function Ai
# F: force on the electron; m_z: mass along the normal (electron masses);
# m_l, m_t: longitudinal and transverse valley masses.
# "heavy" = two valleys with m_z = m_l; "light" = four valleys with m_z = m_t.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal, eigh
from scipy.special import ai_zeros

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
KB = physical_constants["Boltzmann constant in eV/K"][0]

# Inputs: rough two-figure silicon masses and round model parameters
m_l, m_t = 0.92, 0.19
force_ev_ang = 0.005
temperature = 300.0
barrier_ev, barrier_mass = 2.0, 0.2
layer_ang, valley_phase = 1.4, 0.4 * np.pi

F = force_ev_ang / EV * ANG
kT = KB * temperature / EV
airy = -ai_zeros(2)[0]


def airy_level(n, mass, force):
    return airy[n] * (force**2 / (2 * mass)) ** (1 / 3)


def solve_well(mass, force, barrier=None):
    """Two lowest states by finite differences; barrier = (height, mass)."""
    left = 0.0 if barrier is None else -30.0 / ANG
    right = 300.0 / ANG
    n = 6000
    h = (right - left) / (n + 1)
    z = left + h * np.arange(1, n + 1)
    z_mid = left + h * (np.arange(n + 1) + 0.5)
    inv_mass = np.full(n + 1, 1 / mass)
    potential = force * z
    if barrier is not None:
        inv_mass[z_mid < 0] = 1 / barrier[1]
        potential = np.where(z < 0, barrier[0], potential)
    diagonal = (inv_mass[:-1] + inv_mass[1:]) / (2 * h**2) + potential
    off = -inv_mass[1:-1] / (2 * h**2)
    energy, vectors = eigh_tridiagonal(diagonal, off, select="i",
                                       select_range=(0, 1))
    return energy, vectors, z, h


# Six valleys: confinement mass from the inverse mass tensor, then the level
ground = []
for axis in range(3):
    for sign in (1, -1):
        n_vec = np.zeros(3)
        n_vec[axis] = sign
        W = np.eye(3) / m_t + (1 / m_l - 1 / m_t) * np.outer(n_vec, n_vec)
        ground.append(solve_well(1 / W[2, 2], F)[0][0])
ground = np.array(ground)
lowest = np.abs(ground - ground.min()) < 1e-7
assert lowest.sum() == 2
assert lowest[4] and lowest[5]

# Airy formula against finite differences
E_heavy, psi_heavy, z, h = solve_well(m_l, F)
E_light, psi_light, _, _ = solve_well(m_t, F)
for n in range(2):
    assert abs(E_heavy[n] / airy_level(n, m_l, F) - 1) < 1e-4
    assert abs(E_light[n] / airy_level(n, m_t, F) - 1) < 1e-4
E0, E1 = airy_level(0, m_l, F), airy_level(1, m_l, F)
E0_light = airy_level(0, m_t, F)
gap = E0_light - E0

# Order of the second heavy level and the first light level, and its limit
critical_ratio = (airy[1] / airy[0]) ** 3
assert m_l / m_t < critical_ratio and E_light[0] < E_heavy[1]
above = solve_well(m_l / (1.05 * critical_ratio), F)[0][0]
below = solve_well(m_l / (0.95 * critical_ratio), F)[0][0]
assert below < E_heavy[1] < above


# Kinetic share, mean distance, and the response to a small change of mass
def kinetic(vector, mass):
    slope = np.diff(np.concatenate(([0.0], vector, [0.0]))) / h
    return np.sum(slope**2) / (2 * mass)


f = psi_heavy[:, 0]
g = psi_light[:, 0]
T_heavy = kinetic(f, m_l)
z_heavy = np.sum(z * f**2)
z_light = np.sum(z * g**2)
assert abs(T_heavy / E0 - 1 / 3) < 1e-3
assert abs(z_heavy / (2 * E0 / (3 * F)) - 1) < 1e-3
assert abs(z_light / (2 * E0_light / (3 * F)) - 1) < 1e-3
dm = 0.01
slope_mass = (solve_well(m_l + dm, F)[0][0]
              - solve_well(m_l - dm, F)[0][0]) / (2 * dm)
assert abs(slope_mass / (-T_heavy / m_l) - 1) < 3e-3

# A light electron forced into the heavy electron's envelope
E_forced = kinetic(f, m_t) + F * z_heavy
assert abs(E_forced / (E0 * (m_l / m_t + 2) / 3) - 1) < 1e-3
assert E_forced > E_light[0] > E_heavy[0]

# Finite barrier with the same height and barrier mass for all valleys
barrier = (barrier_ev / EV, barrier_mass)
B_heavy = solve_well(m_l, F, barrier)[0]
B_light = solve_well(m_t, F, barrier)[0]
assert B_heavy[0] < B_light[0] < B_heavy[1]
assert B_heavy[0] < E_heavy[0] and B_light[0] < E_light[0]
assert B_light[0] - B_heavy[0] < gap

# Layered chain whose band has two minima, at phases +/- phase per layer.
# Sites 0 and -1 are empty; the zero of the ramp lies midway between them.
d = layer_ang / ANG


def chain_levels(phase, force):
    u = 1 / (8 * m_l * d**2 * np.sin(phase) ** 2)
    v = -4 * u * np.cos(phase)
    sites = 180
    j = np.arange(1, sites + 1)
    band_bottom = 2 * v * np.cos(phase) + 2 * u * np.cos(2 * phase)
    chain = (np.diag(force * d * (j + 0.5) - band_bottom)
             + v * (np.eye(sites, k=1) + np.eye(sites, k=-1))
             + u * (np.eye(sites, k=2) + np.eye(sites, k=-2)))
    return eigh(chain, eigvals_only=True, subset_by_index=[0, 3])


pair = chain_levels(valley_phase, F)
pair_mean = (pair[0] + pair[1]) / 2
pair_split = pair[1] - pair[0]
split_formula = F * d / np.sin(valley_phase)
assert abs(pair_mean / E0 - 1) < 0.02
assert abs(pair_split / split_formula - 1) < 0.02
assert pair_split < 0.2 * gap
assert pair[2] - pair[1] > 5 * pair_split

# The sine factor at other valley phases, in a weaker field (slower envelope)
weak = F / 10
phase_results = []
for fraction in (0.25, 0.4, 0.7):
    levels = chain_levels(fraction * np.pi, weak)
    scaled_split = (levels[1] - levels[0]) / (weak * d)
    sine_factor = 1 / np.sin(fraction * np.pi)
    assert abs(scaled_split / sine_factor - 1) < 0.02
    phase_results.append((fraction, scaled_split, sine_factor))


# In-plane density of states: count plane-wave states in a large square
def counted_density(mass_x, mass_y, valleys):
    window, side = 0.05 / EV, 20000.0
    dk = 2 * np.pi / side
    n_max = int(np.sqrt(2 * max(mass_x, mass_y) * window) / dk) + 2
    k = dk * np.arange(-n_max, n_max + 1)
    energy = k[:, None] ** 2 / (2 * mass_x) + k[None, :] ** 2 / (2 * mass_y)
    return 2 * valleys * np.sum(energy < window) / (side**2 * window)


D_heavy = 2 * m_t / np.pi
D_light = 4 * np.sqrt(m_l * m_t) / np.pi
assert abs(counted_density(m_t, m_t, 2) / D_heavy - 1) < 0.01
assert abs(counted_density(m_l, m_t, 4) / D_light - 1) < 0.01


# Boltzmann populations summed over the in-plane wave vector
def thermal_sum(edge, mass_x, mass_y, valleys):
    s = np.linspace(-9, 9, 301)
    kx, ky = s * np.sqrt(mass_x * kT), s * np.sqrt(mass_y * kT)
    energy = (edge + kx[:, None] ** 2 / (2 * mass_x)
              + ky[None, :] ** 2 / (2 * mass_y))
    cell = (kx[1] - kx[0]) * (ky[1] - ky[0])
    return 2 * valleys * np.sum(np.exp(-energy / kT)) * cell / (2 * np.pi) ** 2


def summed_ratio(force):
    heavy = solve_well(m_l, force)[0][0]
    light = solve_well(m_t, force)[0][0]
    return thermal_sum(light, m_l, m_t, 4) / thermal_sum(heavy, m_t, m_t, 2)


weight = 2 * np.sqrt(m_l / m_t)
ratio = weight * np.exp(-gap / kT)
F_equal = F * (kT * np.log(weight) / gap) ** 1.5
assert abs(summed_ratio(F) / ratio - 1) < 0.005
assert abs(summed_ratio(F_equal) - 1) < 0.005
assert summed_ratio(0.8 * F_equal) > 1 > summed_ratio(1.2 * F_equal)

print(f"Longitudinal mass m_l (rough input): {m_l:.2f} electron masses")
print(f"Transverse mass m_t (rough input): {m_t:.2f} electron masses")
print(f"Force F: {force_ev_ang:.4f} eV/angstrom = {F:.4e} atomic units")
print(f"Temperature: {temperature:.0f} K; kT = {kT * EV:.5f} eV")
print(f"Airy numbers a_1, a_2: {airy[0]:.5f}, {airy[1]:.5f}")
print(f"Number of valleys sharing the lowest level: {lowest.sum()}")
for name, mass in (("heavy", m_l), ("light", m_t)):
    print(f"Length scale, {name}: {(2 * mass * F) ** (-1 / 3) * ANG:.2f} angstrom")
print(f"Ground level, two heavy valleys: {E0 * EV:.4f} eV = {E0:.6f} hartree")
print(f"Ground level, four light valleys: {E0_light * EV:.4f} eV"
      f" = {E0_light:.6f} hartree")
print(f"Second level, two heavy valleys: {E1 * EV:.4f} eV")
print(f"Finite-difference ground levels, heavy and light: "
      f"{E_heavy[0] * EV:.4f}, {E_light[0] * EV:.4f} eV")
print(f"Gap, light minus heavy ground level: {gap * EV:.4f} eV")
print(f"Ratio of light to heavy ground level: {E0_light / E0:.4f}")
print(f"Mass ratio m_l/m_t: {m_l / m_t:.3f}")
print(f"Mass ratio where light ground meets heavy second: {critical_ratio:.3f}")
print(f"Kinetic energy, heavy ground state: {T_heavy * EV:.4f} eV")
print(f"Potential energy, heavy ground state: {F * z_heavy * EV:.4f} eV")
print(f"Kinetic share of the energy: {T_heavy / E_heavy[0]:.4f}")
print(f"Mean distance from wall, heavy: {z_heavy * ANG:.2f} angstrom")
print(f"Mean distance from wall, light: {z_light * ANG:.2f} angstrom")
print(f"Light electron in heavy envelope: {E_forced * EV:.4f} eV")
print(f"Barrier: height {barrier_ev:.1f} eV, mass {barrier_mass:.1f}")
print(f"Finite barrier, heavy ground level: {B_heavy[0] * EV:.4f} eV")
print(f"Finite barrier, light ground level: {B_light[0] * EV:.4f} eV")
print(f"Finite barrier, heavy second level: {B_heavy[1] * EV:.4f} eV")
print(f"Finite barrier, gap: {(B_light[0] - B_heavy[0]) * EV:.4f} eV")
print(f"Chain: layer spacing {layer_ang:.1f} angstrom, "
      f"valley phase {valley_phase / np.pi:.1f} pi per layer")
print(f"Chain, lowest pair: {pair[0] * EV:.4f}, {pair[1] * EV:.4f} eV")
print(f"Chain, mean of the pair: {pair_mean * EV:.4f} eV")
print(f"Chain, splitting of the pair: {pair_split * EV:.5f} eV")
print(f"Chain, splitting from the formula: {split_formula * EV:.5f} eV")
print(f"Weaker force for other phases: {weak * EV / ANG:.5f} eV/angstrom")
for fraction, scaled_split, sine_factor in phase_results:
    print(f"Phase {fraction:.2f} pi: splitting/(force*spacing) "
          f"{scaled_split:.4f}, formula {sine_factor:.4f}")
unit = EV * ANG**2
print(f"Density of states, heavy subband: {D_heavy / unit:.5f} /(eV angstrom^2)")
print(f"Density of states, light subband: {D_light / unit:.5f} /(eV angstrom^2)")
print(f"Density-of-states ratio, light to heavy: {weight:.3f}")
print(f"Boltzmann population ratio, light to heavy: {ratio:.3f}")
print(f"Force for equal populations: {F_equal * EV / ANG:.5f} eV/angstrom")
print("ALL CHECKS PASSED")
```

It prints:

```
Longitudinal mass m_l (rough input): 0.92 electron masses
Transverse mass m_t (rough input): 0.19 electron masses
Force F: 0.0050 eV/angstrom = 9.7235e-05 atomic units
Temperature: 300 K; kT = 0.02585 eV
Airy numbers a_1, a_2: 2.33811, 4.08795
Number of valleys sharing the lowest level: 2
Length scale, heavy: 9.39 angstrom
Length scale, light: 15.89 angstrom
Ground level, two heavy valleys: 0.1098 eV = 0.004035 hartree
Ground level, four light valleys: 0.1857 eV = 0.006826 hartree
Second level, two heavy valleys: 0.1920 eV
Finite-difference ground levels, heavy and light: 0.1098, 0.1857 eV
Gap, light minus heavy ground level: 0.0759 eV
Ratio of light to heavy ground level: 1.6918
Mass ratio m_l/m_t: 4.842
Mass ratio where light ground meets heavy second: 5.345
Kinetic energy, heavy ground state: 0.0366 eV
Potential energy, heavy ground state: 0.0732 eV
Kinetic share of the energy: 0.3333
Mean distance from wall, heavy: 14.64 angstrom
Mean distance from wall, light: 24.77 angstrom
Light electron in heavy envelope: 0.2504 eV
Barrier: height 2.0 eV, mass 0.2
Finite barrier, heavy ground level: 0.1064 eV
Finite barrier, light ground level: 0.1693 eV
Finite barrier, heavy second level: 0.1885 eV
Finite barrier, gap: 0.0628 eV
Chain: layer spacing 1.4 angstrom, valley phase 0.4 pi per layer
Chain, lowest pair: 0.1056, 0.1130 eV
Chain, mean of the pair: 0.1093 eV
Chain, splitting of the pair: 0.00739 eV
Chain, splitting from the formula: 0.00736 eV
Weaker force for other phases: 0.00050 eV/angstrom
Phase 0.25 pi: splitting/(force*spacing) 1.4251, formula 1.4142
Phase 0.40 pi: splitting/(force*spacing) 1.0523, formula 1.0515
Phase 0.70 pi: splitting/(force*spacing) 1.2411, formula 1.2361
Density of states, heavy subband: 0.01587 /(eV angstrom^2)
Density of states, light subband: 0.06986 /(eV angstrom^2)
Density-of-states ratio, light to heavy: 4.401
Boltzmann population ratio, light to heavy: 0.233
Force for equal populations: 0.00179 eV/angstrom
ALL CHECKS PASSED
```
